# Cooling of silicon under rapid uniaxial tension

## Problem

A silicon bar at \(T_0=300\) K is free of stress. It is then pulled along its length until the tensile stress is \(\sigma=1\) GPa, with its side faces free. The loading is reversible, and no heat enters or leaves. The linear expansion coefficient is \(\alpha=2.6\times10^{-6}\) K\(^{-1}\), and the heat capacity per volume at constant stress is \(C=1.66\) MJ/(m\(^3\) K).

(a) By how much does the temperature change, and in which direction, if \(\alpha\) and \(C\) are constant?

(b) Does the answer depend on the crystal direction of the pull? What happens under compression, and under equal tension along all three axes?

(c) Silicon becomes softer when heated. How much does this alter the answer at 1 GPa?

(d) A beam 100 µm long has its ends held at 300 K and is loaded in 0.5 µs. Where in the beam does the adiabatic result apply?

Tension is counted positive. Stress is force per initial area, strain \(\varepsilon\) is elongation per initial length, and energy and entropy refer to the initial volume.

## First estimate by scaling

Without thermal expansion there is no evident link between a pull and the temperature, so suppose that the change is proportional to \(\alpha\). For a weak pull, suppose that it is also proportional to \(\sigma\). Suppose finally that, once the stress is given, the stiffness does not enter. The remaining quantities are \(T_0\) and \(C\), so

\[
|\Delta T|\sim \alpha\,\sigma\,T_0^{a}\,C^{b}.
\]

Since 1 Pa = 1 J/m\(^3\), the product \(\alpha\sigma\) has the unit J/(m\(^3\) K), which is also the unit of \(C\). The energy density cancels only if \(b=-1\). Then \(\alpha\sigma/C\) is a pure number, and a temperature results only if \(a=1\):

\[
|\Delta T|\sim \frac{T_0\,\alpha\sigma}{C}
=\frac{300\times(2.6\times10^{-6})\times10^{9}}{1.66\times10^{6}}\ \text{K}\approx 0.5\ \text{K}.
\]

The estimate leaves the sign and the numerical factor open, and it rests on three suppositions. Thermodynamics settles all of these.

## Solution

### The link between entropy and expansion

Let the bar have initial length \(L_0\) and cross-section \(A_0\). The force \(\sigma A_0\) does the work \(\sigma A_0L_0\,d\varepsilon\), which is \(\sigma\,d\varepsilon\) per volume. The side faces carry no stress, so no work is done there. For a reversible change the energy density \(u\) and entropy density \(s\) obey

\[
du=T\,ds+\sigma\,d\varepsilon .
\]

Temperature and stress are the convenient variables, so define \(g=u-Ts-\sigma\varepsilon\). Then

\[
dg=du-T\,ds-s\,dT-\sigma\,d\varepsilon-\varepsilon\,d\sigma=-s\,dT-\varepsilon\,d\sigma .
\]

Hence \(s=-(\partial g/\partial T)_\sigma\) and \(\varepsilon=-(\partial g/\partial\sigma)_T\). The mixed second derivative of \(g\) does not depend on the order of differentiation, so

\[
\left(\frac{\partial s}{\partial\sigma}\right)_T=\left(\frac{\partial\varepsilon}{\partial T}\right)_\sigma=\alpha .
\]

A material that lengthens on heating therefore gains entropy when it is stretched at fixed temperature. For 1 GPa the gain is \(\alpha\sigma=2600\) J/(m\(^3\) K). To stay at 300 K the bar would have to take in the heat \(T_0\alpha\sigma=0.780\) MJ/m\(^3\).

### Part (a): loading without heat

By definition \(C=T(\partial s/\partial T)_\sigma\). The total change of entropy is therefore

\[
ds=\frac{C}{T}\,dT+\alpha\,d\sigma .
\]

Constant \(\alpha\) and constant \(C\) are compatible, because

\[
\left(\frac{\partial C}{\partial\sigma}\right)_T
=T\frac{\partial^2 s}{\partial\sigma\,\partial T}
=T\left(\frac{\partial\alpha}{\partial T}\right)_\sigma=0 .
\]

Reversible loading without heat means \(ds=0\), which gives

\[
\frac{dT}{T}=-\frac{\alpha}{C}\,d\sigma .
\]

Integration from zero stress, where \(T=T_0\), to the final stress gives

\[
\ln\frac{T_1}{T_0}=-\frac{\alpha\sigma}{C},\qquad
T_1=T_0\,e^{-\alpha\sigma/C}.
\]

The exponent has the size

\[
x=\frac{\alpha\sigma}{C}=\frac{2600}{1.66\times10^{6}}=1.566\times10^{-3}.
\]

Since \(x\ll1\), the expansion \(e^{-x}-1=-x+x^2/2-\dots\) may be cut after its first term:

\[
\Delta T\approx-T_0x=-300\times1.566\times10^{-3}\ \text{K}=-0.47\ \text{K}.
\]

The bar cools by about 0.47 K.

It cools although work is done on it. With constant \(\alpha\) and Young's modulus \(E\), the strain is \(\varepsilon=\alpha(T-T_0)+\sigma/E\). Along the adiabatic path \(dT=-(T\alpha/C)\,d\sigma\), so

\[
d\varepsilon=\left(\frac1E-\frac{T\alpha^2}{C}\right)d\sigma .
\]

For \(E=130.4\) GPa, a value obtained in part (c), the first term is \(7.7\times10^{-12}\) Pa\(^{-1}\) and the second is \(1.2\times10^{-15}\) Pa\(^{-1}\). The bar lengthens, and its energy rises by \(du=\sigma\,d\varepsilon>0\). This energy is held in the stretched crystal, so a rise in energy does not require a rise in temperature.

A simple model shows the mechanism. Let the crystal consist of quantum oscillators of one frequency \(\omega\), which falls as the volume grows: \(\omega=\omega_0e^{-\gamma\theta}\), where \(\theta\) is the volume strain and \(\gamma>0\). The entropy of an oscillator depends on its mean occupation, and this depends only on \(\hbar\omega/k_BT\). At constant entropy \(\omega/T\) is therefore constant. Tension enlarges the volume and lowers \(\omega\), so \(T\) falls in the same ratio. In real silicon the vibrations have different values of \(\gamma\), some of them negative. The single \(\gamma\) of the model stands for their average, weighted by heat capacity, which is positive at 300 K.

This model was also used to test the general formula. It was given \(1.5\times10^{29}\) oscillators per m\(^3\), \(\hbar\omega_0/k_B=500\) K, \(\gamma=0.45\) and the elastic constants of part (c). Its strain on heating gave an expansion coefficient of \(2.528\times10^{-6}\) K\(^{-1}\), and its entropy gave a heat capacity of 1.654 MJ/(m\(^3\) K). With these two values, \(-T_0\alpha/C\) is \(-0.4585\) K/GPa. The slope found separately, by solving for constant entropy under a small load, is also \(-0.4585\) K/GPa.

### Part (b): direction, sign and triaxial tension

Silicon is cubic. Rotations by 180° about the cube axes are symmetries of its thermal strain. Each shear component changes sign under two of these three rotations, so all shear components vanish. A rotation by 120° about a body diagonal exchanges the three axes, so the three normal components are equal. The crystal thus expands by the same \(\alpha\) in every direction, and the result of part (a) does not depend on the direction of the pull.

For compression \(\sigma\) is negative and the bar warms. At \(-1\) GPa the exponential formula gives \(+0.4702\) K. Since the path is reversible, unloading without heat exchange returns the bar to \(T_0\). A material with \(\alpha<0\) would warm under tension. The oscillator model does so when \(\gamma\) is changed to \(-0.45\).

Under equal tension \(\sigma\) along three axes, the work is \(\sigma(d\varepsilon_1+d\varepsilon_2+d\varepsilon_3)\). The sum of the strains takes the place of \(\varepsilon\) in the derivation, and its temperature derivative is \(3\alpha\). To first order the cooling is three times as large. The linear coefficient thus belongs to the uniaxial case, and the volume coefficient \(3\alpha\) to the triaxial one.

### Part (c): softening on heating

Let Young's modulus fall by a fraction \(\beta\) per kelvin, \(E(T)=E_0[1-\beta(T-T_0)]\). The strain is then

\[
\varepsilon=\alpha(T-T_0)+\frac{\sigma}{E_0[1-\beta(T-T_0)]},
\]

where \(\alpha\) is now the expansion coefficient at zero stress. Differentiation at fixed stress gives

\[
\left(\frac{\partial\varepsilon}{\partial T}\right)_\sigma
=\alpha+\frac{\beta\sigma}{E_0[1-\beta(T-T_0)]^2}.
\]

The expansion coefficient grows under tension, because a warmer bar yields more to the same load. By the relation between the mixed derivatives, this expression is also \((\partial s/\partial\sigma)_T\). Integrate it over stress at fixed \(T\), and add the entropy change at zero stress, \(C\ln(T/T_0)\), with \(C\) now the constant heat capacity at zero stress:

\[
s(T,\sigma)-s(T_0,0)=C\ln\frac{T}{T_0}+\alpha\sigma
+\frac{\beta\sigma^2}{2E_0[1-\beta(T-T_0)]^2}.
\]

For a change of half a kelvin and \(\beta=6\times10^{-5}\) K\(^{-1}\), a rough value for silicon, the square bracket differs from 1 by \(3\times10^{-5}\) and may be replaced by 1. Setting the entropy change to zero gives

\[
T_1\approx T_0\exp\left[-\frac1C\left(\alpha\sigma+\frac{\beta\sigma^2}{2E_0}\right)\right].
\]

The modulus follows from the elastic constants, for which the rough values \(c_{11}=166\), \(c_{12}=64\) and \(c_{44}=80\) GPa are taken. For a pull along [100], let \(\varepsilon_\perp\) be the strain of the free sides. Zero stress on the sides and the stress along the bar read

\[
0=c_{12}\varepsilon+(c_{11}+c_{12})\varepsilon_\perp,\qquad
\sigma=c_{11}\varepsilon+2c_{12}\varepsilon_\perp .
\]

The first equation gives \(\varepsilon_\perp=-\nu\varepsilon\) with \(\nu=c_{12}/(c_{11}+c_{12})=0.278\). The second then gives

\[
E_{100}=c_{11}-\frac{2c_{12}^2}{c_{11}+c_{12}}=166-\frac{8192}{230}=130.4\ \text{GPa}.
\]

A pull along [110] has the stress components \(\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2\). Let \(e=\varepsilon_{xx}=\varepsilon_{yy}\). The free \(z\) faces require \(2c_{12}e+c_{11}\varepsilon_{zz}=0\), so \(\varepsilon_{zz}=-2c_{12}e/c_{11}\), and

\[
\frac{\sigma}{2}=(c_{11}+c_{12})e+c_{12}\varepsilon_{zz}
=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)e .
\]

The shear strain follows from \(\sigma_{xy}=2c_{44}\varepsilon_{xy}\) as \(\varepsilon_{xy}=\sigma/(4c_{44})\). The strain along [110] is \(e+\varepsilon_{xy}\), so

\[
\frac1{E_{110}}=\frac{1}{2\,(c_{11}+c_{12}-2c_{12}^2/c_{11})}+\frac{1}{4c_{44}},
\qquad E_{110}=169.7\ \text{GPa}.
\]

The softening term relative to \(\alpha\sigma\) is, for [100],

\[
\frac{\beta\sigma}{2E_0\alpha}
=\frac{(6\times10^{-5})\times10^{9}}{2\times(130.4\times10^{9})\times(2.6\times10^{-6})}
\approx 0.088 .
\]

The cooling grows by 8.8 % to about 0.51 K. For [110], with the same \(\beta\), it grows by 6.8 % to about 0.50 K. Both percentages are proportional to \(\beta\) and are no more accurate than its rough value: \(\beta=9\times10^{-5}\) K\(^{-1}\) would give about 13 % for [100]. The direction of the pull thus enters at second order, through \(E_0\). The extra term is even in \(\sigma\), so in this model it adds to the cooling under tension and reduces the warming under compression.

### Part (d): the beam with fixed end temperatures

Take the side faces as insulated and the thermal conductivity as \(k=150\) W/(m K), a rough value for bulk silicon. A beam only a few micrometres thick conducts less, because its surfaces scatter the phonons that carry the heat, and it then loses less of its cooling. The diffusivity is \(D=k/C=0.904\) cm\(^2\)/s. During the ramp, heat diffuses over a distance of about \(\sqrt{Dt_r}=6.7\) µm, where \(t_r=0.5\) µs. The middle lies 50 µm from either end. A numerical solution of the diffusion equation gives a loss of cooling there below 0.01 %, so the middle follows the adiabatic result.

The loss averaged over the beam can be found by hand while the two ends act independently. Suppose that a temperature offset \(\theta_0\) is created at once throughout the beam. Near an end, at distance \(z\), it becomes \(\theta=\theta_0\,\mathrm{erf}(y)\) with \(y=z/\sqrt{4Dt}\). This solves \(\partial_t\theta=D\,\partial_z^2\theta\): the left side is \(-(y/2t)\,\theta'(y)\), the right side is \(\theta''(y)/(4t)\), and the error function obeys \(\theta''=-2y\theta'\). Its slope at the end is \(\theta_0/\sqrt{\pi Dt}\). The heat passed per area up to time \(t\) is therefore

\[
\int_0^t\frac{k\theta_0}{\sqrt{\pi Dt'}}\,dt'=2k\theta_0\sqrt{\frac{t}{\pi D}} .
\]

Multiply by two for the two ends, divide by \(C\theta_0L\), where \(L\) is the beam length, and use \(k=CD\). The lost fraction is \((4/L)\sqrt{Dt/\pi}\). In a steady ramp the cooling is created evenly in time, so its parts have ages spread evenly from 0 to \(t_r\). The average of \(\sqrt t\) over these ages is \(\tfrac23\sqrt{t_r}\), and

\[
\text{mean loss}=\frac{8}{3L}\sqrt{\frac{Dt_r}{\pi}}\approx0.10 .
\]

The numerical solution gives 10.1 %. This loss is concentrated near the ends: when the ramp ends, the local loss is below 1 % at all points more than about 20 µm from either end. Within the diffusion equation, which treats the free paths of the phonons as short, the adiabatic result therefore applies to this accuracy in the middle 60 µm of the beam. It does so only briefly, because the slowest thermal decay time is \(L^2/(\pi^2D)\approx11\) µs. If the load is held for 5 µs after the ramp, even the middle loses about a fifth of its cooling.

The ramp must also be slow compared with the passage of sound, or the stress would not be uniform. With a density of about 2330 kg/m\(^3\), the transit time \(L/\sqrt{E_{100}/\rho}\) is 13 ns, far below 500 ns. For a steady ramp applied at one end, the stress is then uniform to within a few per cent, which is the order of the ratio of these two times. After the ramp the stress oscillates about its final value by a similar amount until the sound waves are damped.

## Comparison of estimate and solution

The scaling estimate has the right form, and the missing numerical factor is 1. The solution adds the sign, which is negative for tension when \(\alpha>0\). It also shows when the suppositions hold. Proportionality to \(\sigma\) requires \(x\ll1\): the linear formula gives \(-0.4699\) K and the exponential one \(-0.4695\) K. Softening adds a term that is quadratic in \(\sigma\) and contains \(E_0\). Proportionality to \(\sigma\) and independence of stiffness therefore both require \(\beta\sigma/(2E_0\alpha)\ll1\) as well, a stricter condition here, since this ratio is near 0.09 and \(x\) is near 0.002.

For a real micromachined beam, 1 GPa is a high load, with an elastic strain of 0.77 % along [100]. For a shallow edge crack of depth \(a\), fracture mechanics gives failure at \(1.12\,\sigma\sqrt{\pi a}=K_c\). With a rough toughness \(K_c=0.9\) MPa m\(^{1/2}\), a flaw 0.21 µm deep is enough to break the beam, so the example needs smooth surfaces. Compression has a different limit. A beam of thickness \(h\) with clamped ends buckles at about \(\pi^2Eh^2/(3L^2)\), which for \(L=100\) µm along [100] is 0.17 GPa at \(h=2\) µm and 1.1 GPa at \(h=5\) µm. The warming at \(-1\) GPa in part (b) therefore applies only to a bar thick enough to stay straight. The contraction of the sides needs no correction, because \(\sigma\) is the force per initial area and \(\sigma\,d\varepsilon\) is then the exact work per initial volume. The true stress is larger than this nominal stress by about \(2\nu\varepsilon=0.43\) %, which would matter only if the 1 GPa were given as a true stress. The change of \(\alpha\) with temperature is neglected, and it is small: the zero-stress coefficient falls by 0.18 % as the bar cools, for a rough slope of \(10^{-8}\) K\(^{-2}\). Among the effects sized here, softening is the largest correction at the middle of the beam when the ramp ends; if the load is then held for 5 µs, the heat flowing in from the ends matters more. The value 0.47 K is thus the constant-coefficient result, and with softening the estimate becomes about 0.5 K.

## Computed results

```
Initial temperature: 300 K
Tensile stress: 1.0 GPa
Linear expansion coefficient: 2.60e-06 1/K
Volumetric heat capacity: 1.66 MJ/(m3 K)
Isothermal entropy rise alpha*sigma: 2600 J/(m3 K)
Isothermal heat taken in: 0.780 MJ/m3
Exponent alpha*sigma/C: 1.5663e-03 (no unit)
Temperature change, linear formula: -0.4699 K
Temperature change, exponential formula: -0.4695 K
Temperature change, 1 GPa compression: 0.4702 K
Oscillator test solid, expansion: 2.528e-06 1/K
Oscillator test solid, heat capacity: 1.654 MJ/(m3 K)
Oscillator test solid, dT/dsigma: -0.4585 K/GPa
Rough elastic constants c11, c12, c44: 166, 64, 80 GPa
Rough softening rate beta: 6.0e-05 1/K
Young's modulus [100]: 130.4 GPa
Temperature change with softening [100]: -0.5110 K
Extra cooling from softening [100]: 8.8 %
Young's modulus [110]: 169.7 GPa
Temperature change with softening [110]: -0.5014 K
Extra cooling from softening [110]: 6.8 %
Elastic strain [100]: 0.77 %
Rough slope of alpha: 1.0e-08 1/K2
Change of alpha during cooling: -0.18 %
Poisson ratio [100]: 0.278 (no unit)
True minus nominal stress, relative: 0.43 %
Beam length: 100 um
Ramp time: 0.50 us
Rough thermal conductivity: 150 W/(m K)
Thermal diffusivity: 0.904 cm2/s
Slowest thermal decay time: 11.21 us
Cooling lost at beam middle: below 0.01 %
Cooling lost, mean over beam: 10.11 %
Shift of mean loss, 300 to 600 intervals: -0.0035 percentage points
Rough density: 2330 kg/m3
Sound transit time: 13.4 ns
Rough fracture toughness: 0.9 MPa m^0.5
Surface flaw depth for fracture: 0.21 um
```
